# The Correlation Virial Relation and the Kohn-Sham Atom: verification in Python

```python
"""
Result under test (Hartree atomic units):
  (A) Ec + Tc = - integral n r.grad(vc)      (B) E = -(Ts + Tc) for a
  self-consistent Kohn-Sham atom, whereas E = -Ts only without correlation.
Symbols: n density, Ts non-interacting kinetic energy, Tc = T - Ts,
  U Hartree energy, Ex exchange energy, Ec correlation energy,
  vh, vx, vc the matching potentials, E total energy, Z nuclear charge.
  Scaled density: n_g(r) = g^3 n(g r).
For the exact functional, (A) is tested on two electrons in a harmonic well.
For the local-density functional, Tc is defined by (A), and compared with
numerical slopes of Ec and E under scaling of the density.
"""
from types import SimpleNamespace
import numpy as np
from scipy.special import roots_jacobi, eval_legendre
from scipy.constants import physical_constants
from pyscf import gto, dft

PI = np.pi
EV = physical_constants["Hartree energy in eV"][0]


def make_grid(order, length, r_max):
    """Legendre-Lobatto points mapped to 0 <= r <= r_max."""
    inner = roots_jacobi(order - 1, 1, 1)[0]
    x = np.concatenate(([-1.0], inner, [1.0]))
    p = eval_legendre(order, x)
    wx = 2.0 / (order * (order + 1) * p**2)
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    dx = p[:, None] / (p[None, :] * gap)
    np.fill_diagonal(dx, 0.0)
    np.fill_diagonal(dx, -dx.sum(axis=1))
    a = 2.0 * length / r_max
    r = length * (1 + x) / (1 - x + a)
    slope = length * (2 + a) / (1 - x + a)**2
    w = wx * slope
    d = dx / slope[:, None]
    return SimpleNamespace(r=r, w=w, d=d, stiff=d.T @ (w[:, None] * d))


def over_r(grid, f):
    """f/r for a function f that vanishes at the origin."""
    out = np.empty_like(f)
    out[1:] = f[1:] / grid.r[1:]
    out[0] = (grid.d @ f)[0]
    return out


def volume_integral(grid, f):
    return np.sum(grid.w * 4 * PI * grid.r**2 * f)


def force_integral(grid, n, v):
    """integral n r.grad(v) for spherical n and v."""
    return volume_integral(grid, n * grid.r * (grid.d @ v))


def hartree_potential(grid, n, electrons):
    f = np.zeros_like(n)
    f[-1] = electrons
    rhs = grid.w * 4 * PI * grid.r * n - grid.stiff[:, -1] * electrons
    f[1:-1] = np.linalg.solve(grid.stiff[1:-1, 1:-1], rhs[1:-1])
    return over_r(grid, f)


def exchange_lda(n):
    e = -0.75 * (3 / PI)**(1 / 3) * np.cbrt(n)
    return e, 4 * e / 3


def correlation_pw92(n):
    """Unpolarised Perdew-Wang correlation: energy per electron, potential."""
    rs = np.cbrt(3 / (4 * PI * np.maximum(n, 1e-60)))
    q = np.sqrt(rs)
    A, a1 = 0.0310907, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    q0 = -2 * A * (1 + a1 * rs)
    q1 = 2 * A * (b1 * q + b2 * q**2 + b3 * q**3 + b4 * q**4)
    dq1 = A * (b1 / q + 2 * b2 + 3 * b3 * q + 4 * b4 * q**2)
    log_term = np.log1p(1 / q1)
    e = q0 * log_term
    de = -2 * A * a1 * log_term - q0 * dq1 / (q1**2 + q1)
    return e, e - rs * de / 3


def density_of(grid, orbitals):
    return sum(occ * over_r(grid, u)**2 for occ, l, u in orbitals) / (4 * PI)


def energy_terms(grid, orbitals, Z):
    """All energy terms and force integrals of a set of radial orbitals."""
    n = density_of(grid, orbitals)
    vh = hartree_potential(grid, n, sum(o[0] for o in orbitals))
    ex, vx = exchange_lda(n)
    ec, vc = correlation_pw92(n)
    t = SimpleNamespace()
    t.Ts = sum(occ * (0.5 * u @ grid.stiff @ u + 0.5 * l * (l + 1)
                      * np.sum(grid.w * over_r(grid, u)**2))
               for occ, l, u in orbitals)
    t.Vext = -Z * np.sum(grid.w * 4 * PI * grid.r * n)
    t.U = 0.5 * volume_integral(grid, n * vh)
    t.Ex = volume_integral(grid, n * ex)
    t.Ec = volume_integral(grid, n * ec)
    t.Fh = force_integral(grid, n, vh)
    t.Fx = force_integral(grid, n, vx)
    t.Fc = force_integral(grid, n, vc)
    t.Tc = -t.Ec - t.Fc
    t.E_no_c = t.Ts + t.Vext + t.U + t.Ex
    t.E = t.E_no_c + t.Ec
    return t


ORDER, LENGTH, R_MAX = 100, 2.0, 40.0


def solve_atom(grid, Z, shells, with_correlation):
    """shells: {l: [occupations of successive radial states]}"""
    v_hxc = np.zeros_like(grid.r)
    ri, root_w = grid.r[1:-1], np.sqrt(grid.w[1:-1])
    kinetic = 0.5 * grid.stiff[1:-1, 1:-1] / np.outer(root_w, root_w)
    for _ in range(120):
        orbitals = []
        for l, occupations in shells.items():
            v = -Z / ri + v_hxc[1:-1] + l * (l + 1) / (2 * ri**2)
            vectors = np.linalg.eigh(kinetic + np.diag(v))[1]
            for k, occ in enumerate(occupations):
                u = np.zeros_like(grid.r)
                u[1:-1] = vectors[:, k] / root_w
                orbitals.append((occ, l, u))
        n = density_of(grid, orbitals)
        new = hartree_potential(grid, n, Z) + exchange_lda(n)[1]
        if with_correlation:
            new = new + correlation_pw92(n)[1]
        residual = volume_integral(grid, n * np.abs(new - v_hxc))
        v_hxc = v_hxc + 0.4 * (new - v_hxc)
    assert residual < 1e-6, "self-consistency not reached"
    return orbitals


def scaling_slopes(orbitals, Z, h=1e-3):
    """Central differences of Ec and E along the scaled densities."""
    values = []
    for g in (1 + h, 1 - h):
        scaled_grid = make_grid(ORDER, LENGTH / g, R_MAX / g)
        scaled = [(occ, l, np.sqrt(g) * u) for occ, l, u in orbitals]
        t = energy_terms(scaled_grid, scaled, Z)
        values.append((t.Ec, t.E))
    return (np.array(values[0]) - np.array(values[1])) / (2 * h)


# ---- exact functional: two interacting electrons in a harmonic well ----
omega = 0.5
xg, wg = np.polynomial.legendre.leggauss(200)
s, ws = 10 * (xg + 1), 10 * wg                 # electron-electron distance
rel = (1 + s / 2) * np.exp(-s**2 / 8)
drel = (0.5 - (1 + s / 2) * s / 4) * np.exp(-s**2 / 8)
norm = np.sum(ws * s**2 * rel**2)
T_w = 0.75 * omega + np.sum(ws * s**2 * drel**2) / norm
Vee_w = np.sum(ws * s * rel**2) / norm

well = make_grid(50, 9.0, 9.0)
arg = np.maximum(np.outer(well.r, s), 1e-8)
n_w = np.exp(-well.r**2) * ((np.sinh(arg) / arg)
                            @ (ws * s**2 * (1 + s / 2)**2 * np.exp(-s**2 / 2)))
n_w *= 2 / volume_integral(well, n_w)
vext_w = 0.5 * omega**2 * well.r**2
Vext_w = volume_integral(well, n_w * vext_w)
E_w = T_w + Vee_w + Vext_w
assert abs(E_w - 2.0) < 1e-8                   # closed-form eigenvalue

log_orb = 0.5 * np.log(n_w / 2)                # doubly occupied orbital
d1 = well.d @ log_orb
d1[0] = 0.0
vs_w = 0.5 * (well.d @ d1 + d1**2 + 2 * over_r(well, d1))
vh_w = hartree_potential(well, n_w, 2.0)
vc_w = vs_w - vext_w - 0.5 * vh_w              # vx = -vh/2 for this singlet
Ts_w = 0.5 * volume_integral(well, n_w * d1**2)
U_w = 0.5 * volume_integral(well, n_w * vh_w)
Tc_w = T_w - Ts_w
Ec_w = T_w + Vee_w - Ts_w - 0.5 * U_w
rhs_w = -force_integral(well, n_w, vc_w)
assert abs(Ec_w + Tc_w - rhs_w) < 1e-6
assert Tc_w > 0 and Ec_w + Tc_w < 0

print("Energies in hartree unless another unit is given")
print("Two electrons in a harmonic well, exact functional")
print(f" frequency {omega:.2f}   E {E_w:.6f}")
print(f" T {T_w:.6f}   Ts {Ts_w:.6f}   Tc {Tc_w:.6f}")
print(f" Vee {Vee_w:.6f}   U {U_w:.6f}   Ex {-U_w / 2:.6f}")
print(f" Ec {Ec_w:.6f}   Ec+Tc {Ec_w + Tc_w:.6f}")
print(f" -integral n r.grad vc {rhs_w:.6f}")

# ---- the coded correlation functional against an independent library ----
sample = np.logspace(-4, 2, 13)
lib = dft.libxc.eval_xc(",LDA_C_PW", sample, spin=0, deriv=1)
own = correlation_pw92(sample)
assert np.allclose(own[0], lib[0], rtol=0, atol=2e-6)
assert np.allclose(own[1], lib[1][0], rtol=0, atol=2e-6)

# ---- self-consistent atoms, local-density functional ----
grid = make_grid(ORDER, LENGTH, R_MAX)
atoms = {"He": (2, {0: [2]}), "Be": (4, {0: [2, 2]}),
         "Ne": (10, {0: [2, 2], 1: [6]})}
for name, (Z, shells) in atoms.items():
    orbitals = solve_atom(grid, Z, shells, True)
    t = energy_terms(grid, orbitals, Z)
    slope_Ec, slope_E = scaling_slopes(orbitals, Z)
    assert abs(t.Fh + t.U) < 1e-6              # Hartree force integral
    assert abs(t.Fx + t.Ex) < 1e-6             # exchange force integral
    assert abs(2 * t.Ts - (-t.Vext + t.Fh + t.Fx + t.Fc)) < 2e-6
    assert abs(slope_Ec - (t.Ec + t.Tc)) < 1e-6
    assert abs(slope_E) < 2e-6                 # stationary under scaling
    assert abs(t.E + t.Ts + t.Tc) < 2e-6       # the corrected virial relation
    assert t.Tc > 1e-2 and abs(t.E + t.Ts) > 1e-2   # E = -Ts fails

    # exchange-only self-consistency, correlation added afterwards
    orbitals_x = solve_atom(grid, Z, shells, False)
    x = energy_terms(grid, orbitals_x, Z)
    slope_x = scaling_slopes(orbitals_x, Z)[1]
    assert abs(x.E_no_c + x.Ts) < 2e-6
    assert abs(slope_x - (x.E + x.Ts + x.Tc)) < 2e-6
    assert abs(x.E + x.Ts + x.Tc) > 1e-2
    assert x.E > t.E                           # variational principle

    print(f"{name} atom, Z = {Z}, local-density functional")
    print(f" Ts {t.Ts:.6f}   Vext {t.Vext:.6f}   U {t.U:.6f}")
    print(f" Ex {t.Ex:.6f}   Ec {t.Ec:.6f}   E {t.E:.6f}")
    print(f" integral n r.grad vc {t.Fc:.6f}   Tc {t.Tc:.6f}")
    print(f" numerical scaling slope of Ec {slope_Ec:.6f}")
    print(f" Ts+Tc {t.Ts + t.Tc:.6f}   E+Ts {t.E + t.Ts:.6f}")
    print(f" |E+Ts+Tc| below 2e-6: {abs(t.E + t.Ts + t.Tc) < 2e-6}")
    print(f" Tc {t.Tc * EV:.4f} eV   Tc/|Ec| {t.Tc / abs(t.Ec):.4f}")
    print(f" exchange-only: E {x.E_no_c:.6f}   Ts {x.Ts:.6f}")
    print(f" Ec added afterwards: E {x.E:.6f}   Tc {x.Tc:.6f}")
    print(f"  E+Ts+Tc {x.E + x.Ts + x.Tc:.6f}   slope of E {slope_x:.6f}")
    if name == "He":
        mol = gto.M(atom="He 0 0 0", basis="cc-pv5z", verbose=0)
        mf = dft.RKS(mol)
        mf.xc = "LDA,LDA_C_PW"
        mf.grids.level = 5
        E_gauss = mf.kernel()
        assert mf.converged and abs(E_gauss - t.E) < 1e-3
        print(f" E in the cc-pV5Z Gaussian basis {E_gauss:.6f}")

print("all assertions hold")
```

Printed output:

```
Energies in hartree unless another unit is given
Two electrons in a harmonic well, exact functional
 frequency 0.50   E 2.000000
 T 0.664418   Ts 0.635246   Tc 0.029172
 Vee 0.447443   U 1.030250   Ex -0.515125
 Ec -0.038510   Ec+Tc -0.009338
 -integral n r.grad vc -0.009338
He atom, Z = 2, local-density functional
 Ts 2.767389   Vext -6.624884   U 1.995861
 Ex -0.861740   Ec -0.111080   E -2.834455
 integral n r.grad vc 0.044014   Tc 0.067066
 numerical scaling slope of Ec -0.044014
 Ts+Tc 2.834455   E+Ts -0.067066
 |E+Ts+Tc| below 2e-6: True
 Tc 1.8250 eV   Tc/|Ec| 0.6038
 exchange-only: E -2.723640   Ts 2.723640
 Ec added afterwards: E -2.834187   Tc 0.066640
  E+Ts+Tc -0.043907   slope of E -0.043907
 E in the cc-pV5Z Gaussian basis -2.834347
Be atom, Z = 4, local-density functional
 Ts 14.308786   Vext -33.356098   U 7.114869
 Ex -2.290333   Ec -0.223697   E -14.446473
 integral n r.grad vc 0.086011   Tc 0.137686
 numerical scaling slope of Ec -0.086011
 Ts+Tc 14.446473   E+Ts -0.137686
 |E+Ts+Tc| below 2e-6: True
 Tc 3.7466 eV   Tc/|Ec| 0.6155
 exchange-only: E -14.223291   Ts 14.223291
 Ec added afterwards: E -14.445947   Tc 0.136923
  E+Ts+Tc -0.085733   slope of E -0.085733
Ne atom, Z = 10, local-density functional
 Ts 127.736729   Vext -309.983977   U 65.723879
 Ex -10.966746   Ec -0.739800   E -128.229914
 integral n r.grad vc 0.246615   Tc 0.493185
 numerical scaling slope of Ec -0.246615
 Ts+Tc 128.229914   E+Ts -0.493185
 |E+Ts+Tc| below 2e-6: True
 Tc 13.4203 eV   Tc/|Ec| 0.6666
 exchange-only: E -127.490741   Ts 127.490741
 Ec added afterwards: E -128.229281   Tc 0.492145
  E+Ts+Tc -0.246395   slope of E -0.246396
all assertions hold
```
